# The Koster-Slater Bound State and Its Weight on the Impurity Site: a program that tests the result

```python
"""
Bound state of H = H0 + U|0><0| (one perturbed site, orthonormal basis).
Result under test, with G0(E) = <0|(E-H0)^-1|0> and E outside the H0 spectrum:
    1 = U G0(E_b),   Z = |<0|psi>|^2 = -1/(U^2 G0'(E_b)) = dE_b/dU.
Chain model: site energies 0, alternating hoppings -t1, -t2 (eV);
s = t1+t2 is the outer band edge, d = |t1-t2| the inner one (gap -d..d).
q is the amplitude ratio from one cell to the next, away from the impurity.
Cubic model: hopping -t, attractive site of strength |U|, energies in t.
"""
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import eigsh
from scipy.special import i0e

# ---------- general formulas on a random real symmetric matrix ----------
rng = np.random.default_rng(5)
size, u_rand = 40, 1.7
h_rand = rng.normal(size=(size, size))
h_rand = (h_rand + h_rand.T) / 2
h_pert = h_rand.copy()
h_pert[0, 0] += u_rand
site = np.eye(size)[0]
levels, vectors = np.linalg.eigh(h_pert)
for level, vector in zip(levels, vectors.T):
    column = np.linalg.solve(level * np.eye(size) - h_rand, site)
    assert abs(u_rand * column[0] - 1) < 1e-6
    z_formula = 1 / (u_rand**2 * np.sum(column**2))
    assert abs(z_formula / vector[0]**2 - 1) < 1e-5
z_test = 0.3 + 0.7j
g_free = np.linalg.inv(z_test * np.eye(size) - h_rand)[0, 0]
g_full = np.linalg.inv(z_test * np.eye(size) - h_pert)[0, 0]
assert abs(g_full - g_free / (1 - u_rand * g_free)) < 1e-10

# ---------- chain with a gap ----------
t1, t2, u_site = 2.5, 1.5, 3.0
s, d = t1 + t2, abs(t1 - t2)
cells = 400
n_sites = 2 * cells
h_chain = np.zeros((n_sites, n_sites))
for j in range(cells):
    a, b, a_next = 2 * j, 2 * j + 1, (2 * j + 2) % n_sites
    h_chain[a, b] = h_chain[b, a] = -t1
    h_chain[b, a_next] = h_chain[a_next, b] = -t2


def diagonalize(u):
    """Gap level and outer level of the ring, with their eigenvectors."""
    h = h_chain.copy()
    h[0, 0] += u
    e, v = np.linalg.eigh(h)
    in_gap = np.where(np.abs(e) < d - 1e-9)[0]
    outside = np.where(np.abs(e) > s + 1e-9)[0]
    assert len(in_gap) == 1 and len(outside) == 1
    i, o = in_gap[0], outside[0]
    return e[i], v[:, i] * np.sign(v[0, i]), e[o], v[:, o]


def g0_gap(e):
    return -e / np.sqrt((s**2 - e**2) * (d**2 - e**2))


def g0_outer(e):
    return np.sign(e) * abs(e) / np.sqrt((e**2 - s**2) * (e**2 - d**2))


def chain_levels(u):
    """Closed-form gap and outer levels for u > 0."""
    total = s**2 + d**2 + u**2
    larger = (total + np.sqrt(total**2 - 4 * s**2 * d**2)) / 2
    return -s * d / np.sqrt(larger), np.sqrt(larger)


def residue(u, e):
    return u * e**3 / (e**4 - s**2 * d**2)


# closed G0 against the resolvent of the unperturbed ring
unit = np.eye(n_sites)[0]
for e in (-0.7, 0.4):
    col = np.linalg.solve(e * np.eye(n_sites) - h_chain, unit)
    assert abs(col[0] - g0_gap(e)) < 1e-9
for e in (5.0, -4.6):
    col = np.linalg.solve(e * np.eye(n_sites) - h_chain, unit)
    assert abs(col[0] - g0_outer(e)) < 1e-9

e_gap, e_out = chain_levels(u_site)
z_gap, z_out = residue(u_site, e_gap), residue(u_site, e_out)
e_gap_num, psi, e_out_num, psi_out = diagonalize(u_site)
assert abs(e_gap - e_gap_num) < 1e-9 and abs(e_out - e_out_num) < 1e-9
assert abs(z_gap - psi[0]**2) < 1e-9
assert abs(z_out - psi_out[0]**2) < 1e-9

# the whole state is the resolvent column times U psi_0
col = np.linalg.solve(e_gap * np.eye(n_sites) - h_chain, unit)
assert np.max(np.abs(u_site * np.sqrt(z_gap) * col - psi)) < 1e-8
slope_g0 = -np.sum(col**2)
step = 1e-4
slope_fd = (g0_gap(e_gap + step) - g0_gap(e_gap - step)) / (2 * step)
assert abs(slope_fd / slope_g0 - 1) < 1e-5

# cell-to-cell decay and neighbour amplitudes
half = (e_gap**2 - t1**2 - t2**2) / (2 * t1 * t2)
q = half + np.sqrt(half**2 - 1)
amp0 = np.sqrt(z_gap)
amp_strong = -(t1 + t2 * q) * amp0 / e_gap
amp_weak = -(t2 + t1 * q) * amp0 / e_gap
assert abs(q) < 1 and abs(psi[2] / psi[0] - q) < 1e-7
assert abs(psi[1] - amp_strong) < 1e-8
assert abs(psi[-1] - amp_weak) < 1e-8

# derivative of the level with respect to U, from diagonalization
du = 1e-3
slope_level = (diagonalize(u_site + du)[0]
               - diagonalize(u_site - du)[0]) / (2 * du)
assert abs(slope_level - z_gap) < 1e-6

# residue of the perturbed Green function by a contour integral
radius, points = 0.1, 200
phase = np.exp(2j * np.pi * np.arange(points) / points)
g_circle = g0_gap(e_gap + radius * phase)
z_contour = np.mean(g_circle / (1 - u_site * g_circle) * radius * phase)
assert abs(z_contour - psi[0]**2) < 1e-9


# continuum weight on the impurity site (two mirror-image bands)
def band_density(e):
    root = np.sqrt(max((s**2 - e**2) * (e**2 - d**2), 0.0))
    return e * root / (np.pi * (root**2 + u_site**2 * e**2))


continuum = 2 * quad(band_density, d, s, limit=300)[0]
assert abs(continuum + psi[0]**2 + psi_out[0]**2 - 1) < 1e-7

# opposite sign of U mirrors the spectrum
assert abs(diagonalize(-u_site)[0] + e_gap) < 1e-9

# dependence on U, and the limit of a very strong perturbation
scan = []
for u in (0.5, 1.0, 3.0, 6.0, 12.0):
    e_num, v_num = diagonalize(u)[:2]
    e_form = chain_levels(u)[0]
    assert abs(e_num - e_form) < 1e-8
    assert abs(v_num[0]**2 - residue(u, e_form)) < 1e-7
    scan.append((u, e_num, v_num[0]**2, v_num[1]**2))
best = minimize_scalar(lambda u: -residue(u, chain_levels(u)[0]),
                       bounds=(0.5, 12.0), method="bounded")
assert scan[0][2] < -best.fun and scan[-1][2] < -best.fun
u_huge = 300.0
e_huge, v_huge = diagonalize(u_huge)[:2]
assert abs(e_huge * u_huge / (-s * d) - 1) < 1e-3
assert abs(v_huge[0]**2 * u_huge**2 / (s * d) - 1) < 1e-3
dangling = 1 - (t2 / t1)**2
assert abs(v_huge[1]**2 - dangling) < 1e-3


# ---------- simple cubic band: threshold for binding ----------
def cubic_g(depth):
    """|G0| at the energy -6t - depth, in 1/t."""
    return quad(lambda x: 2 * x * np.exp(-depth * x * x)
                * i0e(2 * x * x)**3, 0, np.inf, limit=500)[0]


def cubic_slope(depth):
    """Magnitude of dG0/dE at the energy -6t - depth, in 1/t^2."""
    return quad(lambda x: 2 * x**3 * np.exp(-depth * x * x)
                * i0e(2 * x * x)**3, 0, np.inf, limit=500)[0]


def cubic_state(u):
    depth = brentq(lambda w: cubic_g(w) - 1 / u, 1e-8, u)
    return depth, 1 / (u**2 * cubic_slope(depth))


def edge_sum(n):
    c = 2 * np.cos(2 * np.pi * (np.arange(n) + 0.5) / n)
    total = c[:, None, None] + c[None, :, None] + c[None, None, :]
    return np.mean(1 / (6 - total))


g_edge = cubic_g(0.0)
g_edge_sum = 2 * edge_sum(80) - edge_sum(40)  # removes the 1/n error
assert abs(g_edge - g_edge_sum) < 1e-4
u_crit = 1 / g_edge


def cubic_lattice(n, u):
    ring = sp.diags([np.ones(n - 1), np.ones(n - 1)], [1, -1]).tolil()
    ring[0, n - 1] = ring[n - 1, 0] = 1
    ring, one = ring.tocsr(), sp.identity(n, format="csr")
    h = -(sp.kron(sp.kron(ring, one), one)
          + sp.kron(sp.kron(one, ring), one)
          + sp.kron(sp.kron(one, one), ring)).tolil()
    h[0, 0] -= u
    start = np.ones(n**3)
    start[0] += n
    e, v = eigsh(h.tocsr(), k=1, which="SA", v0=start)
    return -6 - e[0], v[0, 0]**2


u_strong, u_weak = 6.0, 3.0
depth_strong, z_strong = cubic_state(u_strong)
depth_num, z_num = cubic_lattice(24, u_strong)
assert abs(depth_strong - depth_num) < 1e-6
assert abs(z_strong - z_num) < 1e-6
shift_small, weight_small = cubic_lattice(12, u_weak)
shift_large, weight_large = cubic_lattice(24, u_weak)
assert shift_small / shift_large > 6      # vanishes roughly as 1/volume
assert weight_small / weight_large > 6    # no localized state
z_near1 = cubic_state(1.01 * u_crit)[1]
z_near2 = cubic_state(1.02 * u_crit)[1]
assert 1.7 < z_near2 / z_near1 < 2.1      # linear onset above threshold

# ---------- printed numbers ----------
print(f"Chain: t1 = {t1:.1f} eV, t2 = {t2:.1f} eV, U = {u_site:.1f} eV")
print(f"inner band edge d = {d:.3f} eV, outer edge s = {s:.3f} eV")
print(f"gap level E = {e_gap:.5f} eV")
print(f"gap level by diagonalization = {e_gap_num:.5f} eV")
print(f"G0 at gap level = {g0_gap(e_gap):.5f} 1/eV")
print(f"dG0/dE at gap level = {slope_g0:.5f} 1/eV^2")
print(f"gap-state residue Z = {z_gap:.5f}")
print(f"gap-state weight by diagonalization = {psi[0]**2:.5f}")
print(f"dE/dU by finite difference = {slope_level:.5f}")
print(f"residue by contour integral = {z_contour.real:.5f}")
print(f"outer level E = {e_out:.5f} eV, residue = {z_out:.5f}")
print(f"continuum weight on impurity site = {continuum:.5f}")
print(f"sum of the three weights = {z_gap + z_out + continuum:.5f}")
print(f"amplitude ratio per cell q = {q:.5f}")
print(f"amplitude on impurity site = {amp0:.5f}")
print(f"amplitude on strong-bond neighbour = {amp_strong:.5f}")
print(f"amplitude on weak-bond neighbour = {amp_weak:.5f}")
print(f"weight on strong-bond neighbour = {amp_strong**2:.5f}")
print(f"weight on weak-bond neighbour = {amp_weak**2:.5f}")
print("Scan: U (eV), gap level (eV), Z, strong-neighbour weight")
for u, e, z, w in scan:
    print(f"  {u:5.1f}  {e:9.5f}  {z:8.5f}  {w:8.5f}")
print(f"largest gap-state Z = {-best.fun:.5f} at U = {best.x:.3f} eV")
print(f"U = {u_huge:.0f} eV: level = {e_huge:.5f} eV")
print(f"U = {u_huge:.0f} eV: Z = {v_huge[0]**2:.3e}")
print(f"U = {u_huge:.0f} eV: strong-neighbour weight = {v_huge[1]**2:.5f}")
print(f"limit 1-(t2/t1)^2 = {dangling:.5f}")
print(f"Cubic band: |G0(edge)| = {g_edge:.5f} 1/t")
print(f"same from momentum sum = {g_edge_sum:.5f} 1/t")
print(f"threshold U_c = {u_crit:.4f} t")
print(f"|U| = {u_strong:.0f} t: depth below band = {depth_strong:.5f} t")
print(f"|U| = {u_strong:.0f} t: residue = {z_strong:.5f}")
print(f"|U| = {u_weak:.0f} t: shift, 12^3 sites = {shift_small:.6f} t")
print(f"|U| = {u_weak:.0f} t: shift, 24^3 sites = {shift_large:.6f} t")
print(f"residue at 1.01 U_c = {z_near1:.5f}")
print(f"residue at 1.02 U_c = {z_near2:.5f}")
print("all tests passed")
```

Printed output:

```
Chain: t1 = 2.5 eV, t2 = 1.5 eV, U = 3.0 eV
inner band edge d = 1.000 eV, outer edge s = 4.000 eV
gap level E = -0.79416 eV
gap level by diagonalization = -0.79416 eV
G0 at gap level = 0.33333 1/eV
dG0/dE at gap level = -1.15374 1/eV^2
gap-state residue Z = 0.09631
gap-state weight by diagonalization = 0.09631
dE/dU by finite difference = 0.09631
residue by contour integral = 0.09631
outer level E = 5.03680 eV, residue = 0.61080
continuum weight on impurity site = 0.29289
sum of the three weights = 1.00000
amplitude ratio per cell q = -0.73158
amplitude on impurity site = 0.31033
amplitude on strong-bond neighbour = 0.54810
amplitude on weak-bond neighbour = -0.12854
weight on strong-bond neighbour = 0.30042
weight on weak-bond neighbour = 0.01652
Scan: U (eV), gap level (eV), Z, strong-neighbour weight
    0.5   -0.99178   0.03245   0.03962
    1.0   -0.96837   0.06006   0.08936
    3.0   -0.79416   0.09631   0.30042
    6.0   -0.55102   0.06310   0.48141
   12.0   -0.31534   0.02353   0.58832
largest gap-state Z = 0.09691 at U = 2.719 eV
U = 300 eV: level = -0.01333 eV
U = 300 eV: Z = 4.443e-05
U = 300 eV: strong-neighbour weight = 0.63991
limit 1-(t2/t1)^2 = 0.64000
Cubic band: |G0(edge)| = 0.25273 1/t
same from momentum sum = 0.25273 1/t
threshold U_c = 3.9568 t
|U| = 6 t: depth below band = 1.10392 t
|U| = 6 t: residue = 0.77301
|U| = 3 t: shift, 12^3 sites = 0.005777 t
|U| = 3 t: shift, 24^3 sites = 0.000802 t
residue at 1.01 U_c = 0.04880
residue at 1.02 U_c = 0.09360
all tests passed
```
